# Why a flatband shift does not count copper ions

Suppose two barrier layers are being compared. Each sits between a copper gate and a low-k film, and after the same stress the first capacitor shows a flatband shift of $-0.33$ V and the second $-3.25$ V. It seems to follow that the second barrier let through ten times as much copper. Yet both shifts can come from the same number of ions, $5\times10^{11}$ per cm². In the first film they lie about 10 nm from the gate, in the second about 97 nm from it. Ranking the barriers by the shift would then rank the positions of the ions and say nothing about how many got in.

## The belief and its appeal

The belief is that the ion count per area follows from the shift through

$$N_{\rm app}=\frac{C_d\,|\Delta V_{FB}|}{q},$$

where $C_d$ is the capacitance per area of the dielectric and $q$ the elementary charge. I shall call $N_{\rm app}$ the apparent count.

There are good reasons to find this natural. It looks like the capacitor law $Q=CV$, and it has the right units. It is correct when all the charge lies at the silicon surface. And if the depth profile keeps its shape while its size grows, the shift is proportional to the count, so a doubled shift does mean doubled copper. What fails is the step from there to copper at unknown depth, and copper that drifts is at unknown depth.

## What the shift measures

The barrier is taken to be a metal and counted as part of the gate. (An insulating barrier would belong to the dielectric, and even ions just past it would then have some effect on the voltage.) Let the gate surface be at $x=0$, the dielectric fill $0<x<d$, and uniformly doped silicon lie beyond. The permittivity $\varepsilon(x)$ may vary from layer to layer. The charge density $\rho(x)$ in the dielectric is averaged over the gate area and stays still during the reading. The gate voltage $V$ is measured from the flatband voltage of the same device without ions, so the work-function difference drops out, provided the stress has not changed it.

Flatband means that the silicon has no field and no net charge anywhere. The displacement $D$ therefore vanishes at $x=d$. Gauss's law is $dD/dx=\rho$, and integrating it from $x$ to $d$ gives $D(d)-D(x)=\int_x^d\rho\,dx'$, or

$$D(x)=-\int_x^d\rho(x')\,dx'.$$

At the gate this is $D(0)=-Q$, where $Q$ is the total charge per area in the film. Since $D(0)$ is also the charge per area on the metal, the gate holds the whole image charge $-Q$.

The potential $\psi$ obeys $D=-\varepsilon\,d\psi/dx$. With $\psi=0$ in the flat silicon, the gate potential is

$$\Delta V_{FB}=\psi(0)-\psi(d)=\int_0^d\frac{D(x)}{\varepsilon(x)}\,dx
=-\int_0^d\frac{dx}{\varepsilon(x)}\int_x^d\rho(x')\,dx'.$$

The double integral covers the region $0<x<x'<d$. Doing the $x$ integral first, for fixed $x'$, gives

$$\boxed{\;\Delta V_{FB}=-\int_0^d\rho(x)\,s(x)\,dx,\qquad s(x)=\int_0^x\frac{dx'}{\varepsilon(x')}\;}$$

In a film of one permittivity, $s=x/\varepsilon$ and the shift is $-Q\bar x/\varepsilon$, where $\bar x$ is the mean distance of the charge from the gate. This is the first moment of the charge. Each ion and its image on the gate form a small capacitor whose plates are a distance $x$ apart. An ion touching the gate has a plate spacing of zero and adds no voltage.

An instrument does not see flat bands directly; it sees a capacitance curve that has moved. To connect the two, let the silicon have surface potential $\psi_s$ and charge per area $Q_s(\psi_s)$. Gauss's law across the silicon now gives $D(d)=-Q_s$, so that $D(x)=-Q_s-\int_x^d\rho\,dx'$. Integrating $D/\varepsilon$ as before,

$$V=\psi_s-Q_s(\psi_s)\,s(d)+\Delta V_{FB}.$$

The ions enter only through the last term, which does not depend on $\psi_s$. The gate charge is $-Q_s-Q$ with $Q$ fixed, so the capacitance is $C=-dQ_s/dV$, and at a given $\psi_s$ it is the same with or without ions. The whole curve therefore moves sideways by $\Delta V_{FB}$ without changing shape. On a high-frequency curve, where minority electrons do not follow the signal, the bias at which the capacitance regains its ion-free flatband value gives the shift. A low-frequency curve passes through that value a second time, in inversion, and that crossing must not be used.

## Bounds on the count

For $N$ singly charged positive ions per area and no other new charge, let $\bar s$ be the average of $s(x)$ over the ions. Then $|\Delta V_{FB}|=qN\bar s$. Since the dielectric capacitance is $C_d=1/s(d)$,

$$\frac{N_{\rm app}}{N}=\frac{\bar s}{s(d)},\qquad 0\le\frac{\bar s}{s(d)}\le1 .$$

The apparent count is thus a lower bound on the true one. The shift supplies no upper bound, because ions arbitrarily close to the gate add to $N$ and hardly at all to the voltage.

The limit of shallow penetration shows how large the error can be. Take a film of one permittivity with a density falling as $e^{-x/\lambda}$ from the gate, where $\lambda\ll d$. The mean depth is $\int_0^\infty x\,e^{-x/\lambda}dx/\lambda=\lambda$, apart from an exponentially small correction. The shift is $-qN\lambda/\varepsilon$, which does not depend on the film thickness, while $N_{\rm app}/N=\lambda/d$ does. For a given shallow profile, a thicker film makes the apparent count smaller, though the copper is the same.

## A number

Take a planar test capacitor with 100 nm of low-k film (relative permittivity 2.7) on 10 nm of thermal oxide (3.9), on p-type silicon with $10^{16}$ acceptors per cm³, at 300 K. In units where $\varepsilon_0$ is divided out,

$$\varepsilon_0 s(d)=\frac{100}{2.7}+\frac{10}{3.9}=37.04+2.56=39.60\ \text{nm},$$

which gives $C_d=22.4$ nF/cm². With $N=5\times10^{11}$ cm⁻² in every case, the largest possible shift, for ions at the silicon, is $-3.583$ V.

For ions inside the low-k layer $s$ is linear in $x$, so the mean depth is enough. A uniform filling of that layer has $\bar x=50$ nm, hence $\varepsilon_0\bar s=50/2.7=18.52$ nm, and

$$\Delta V_{FB}=-3.583\times\frac{18.52}{39.60}=-1.68\ \text{V}.$$

The other cases follow in the same way. "Near gate" is an exponential with decay length 10 nm. "Piled up" is an exponential that falls away from the oxide, toward the gate, with decay length 3 nm. "In oxide" fills the oxide uniformly.

| Ions | Mean depth | Shift | $N_{\rm app}/N$ |
|---|---|---|---|
| near gate | 10 nm | −0.335 V | 0.09 |
| uniform | 50 nm | −1.68 V | 0.47 |
| piled up | 97 nm | −3.25 V | 0.91 |
| in oxide | 105 nm | −3.47 V | 0.97 |

The last row shows why the weight is $s$ and not $x$. The mean depth is $105/110=0.955$ of the thickness, but the electrical fraction is $(37.04+5/3.9)/39.60=0.968$.

These shifts were also found without the moment formula. The nonlinear Poisson equation was solved through the film and the silicon, with mobile holes and fixed acceptors, and the bias was sought at which the capacitance equals its ion-free flatband value of 20.55 nF/cm². For all four profiles the two results agree to within 0.2 mV, as the numerical output shows.

Read the other way, a shift of $-1$ V corresponds to $1.5\times10^{11}$ ions per cm² if they are piled up, $3.0\times10^{11}$ if uniform, and $1.5\times10^{12}$ if near the gate. The formula for $N_{\rm app}$ returns $5\times10^{11}/3.583=1.4\times10^{11}$ cm⁻² for all three.

## A growing shift need not mean more copper

The same trap lies in the time dependence. Let $J(x,t)$ be the ionic current density toward the silicon. Charge conservation is $\partial\rho/\partial t=-\partial J/\partial x$, so

$$\frac{d\,\Delta V_{FB}}{dt}=\int_0^d s\,\frac{\partial J}{\partial x}\,dx
=\Big[sJ\Big]_0^d-\int_0^d J\,\frac{ds}{dx}\,dx .$$

At the gate $s(0)=0$. If no ions leave into the silicon, $J(d)=0$. With $ds/dx=1/\varepsilon$,

$$\frac{d\,\Delta V_{FB}}{dt}=-\int_0^d\frac{J(x,t)}{\varepsilon(x)}\,dx .$$

The rate at which copper enters is $J(0)/q$, and it has no term of its own here. The rate of change of the shift is set by the current throughout the film, summed over depth with weight $1/\varepsilon$. If the source is shut off and the ions of the first row drift to the position of the third, the shift grows from $-0.33$ V to $-3.25$ V while not one ion is added. Conversely, copper that enters and stays close to the gate is almost invisible.

## Other charge, and copper without charge

Neutral copper has $\rho=0$ and leaves no trace in the shift. A doubly charged ion counts twice, so the shift bounds the charge, and the number of ions only once their charge state is known.

Trapped electrons can hide copper altogether. Let the copper be uniform, with $\varepsilon_0\bar s=18.52$ nm, and let electrons be trapped in the piled-up profile, with $\varepsilon_0\bar s=97/2.7=35.93$ nm. The moments cancel when the electron count is

$$5\times10^{11}\times\frac{18.52}{35.93}=2.58\times10^{11}\ \text{cm}^{-2}.$$

The Poisson solution for this mixture gives a shift of less than 0.1 mV in magnitude, where the copper alone would give 1.68 V. The film still holds a net positive charge, about half that of the copper. A zero shift is therefore no proof of a clean film.

The lower bound needs care here. Extra electrons make a negative shift smaller in size, so $N_{\rm app}$ from a negative shift is still a lower bound on the positive charge. It stops being a bound on the copper if some of that positive charge is something else, such as trapped holes or sodium.

## What does count

One might try to measure charge in the external circuit while the ions move at fixed gate voltage. Take the silicon in strong accumulation, where $\psi_s$ hardly changes. With $V$ fixed, the voltage equation gives $\delta Q_s\,s(d)\approx\delta(\Delta V_{FB})$. If the ions move from mean weight $\bar s_1$ to $\bar s_2$, then $\delta(\Delta V_{FB})=-qN(\bar s_2-\bar s_1)$. The gate charge is $-Q_s-Q$, so it changes by

$$\delta Q_g=-\delta Q_s\approx qN\,\frac{\bar s_2-\bar s_1}{s(d)} .$$

This too is a change of moment. It equals the full charge $qN$ only if the ions cross the entire dielectric. Between the near-gate and piled-up profiles it amounts to $4.07\times10^{11}$ elementary charges per cm², out of $5\times10^{11}$ ions. The Poisson solution at $-10$ V gives $4.04\times10^{11}$. It is slightly smaller because $\psi_s$ does change a little: as ions approach the silicon the accumulation weakens, and $\psi_s$ takes up part of the voltage. (A negative gate pulls the ions back toward itself, so at this bias the real motion is from piled up to near gate, with the sign of the charge reversed.) If the oxide stops the copper, even a complete sweep of the low-k layer passes at most $37.04/39.60=94\%$ of the ionic charge.

A second way needs no knowledge of the profile, as long as the film can be removed in steps much thinner than the depth over which the charge varies. Remove a depth $\ell$ of the film from the gate side and put down a new gate, leaving the remaining ions where they were. Distances now start at $\ell$:

$$\Delta V_{FB}(\ell)=-\int_\ell^d\rho(x)\,[s(x)-s(\ell)]\,dx .$$

Differentiate with respect to $\ell$. The moving lower limit contributes $\rho(\ell)[s(\ell)-s(\ell)]=0$. The bracket contributes $-ds/d\ell=-1/\varepsilon(\ell)$, and the minus sign in front makes it positive:

$$\frac{d\,\Delta V_{FB}}{d\ell}=\frac{1}{\varepsilon(\ell)}\int_\ell^d\rho(x)\,dx .$$

At $\ell=0$ the slope is $Q/\varepsilon(0)$, which is the size of the flatband field at the gate. It contains the total net charge and no depth. For $5\times10^{11}$ ions per cm² and no other charge, this field is 0.335 MV/cm, or 33.5 mV per nm. For the copper hidden by trapped electrons, the slope would give $2.42\times10^{11}$ cm⁻², which is the copper less the electrons.

The ion-free flatband capacitance must be found anew for each thickness, for instance from an ion-free film thinned in the same way. In the example it rises from 20.55 to 20.72 nF/cm² when the first nanometre is removed. This looks negligible, but keeping the old value at every 1 nm step would make the count about four times too large.

With the right value at each step, removing the first nanometre changes the near-gate shift from $-0.3349$ to $-0.3030$ V, the uniform one from $-1.6755$ to $-1.6421$ V, and the piled-up one from $-3.2505$ to $-3.2170$ V. The steps are 32, 33 and 34 mV, although the shifts themselves differ tenfold. Writing $V_0,V_1,V_2$ for the shifts after 0, 1 and 2 nm, the initial slope is estimated by $(-3V_0+4V_1-V_2)/(2h)$ with $h=1$ nm. Multiplied by $\varepsilon(0)/q$, it gives counts of $4.98$, $5.00$ and $5.00\times10^{11}$ cm⁻².

The small deficit in the first value comes from the finite step. By Taylor expansion the estimate equals, to leading order in $h$, the true slope minus $h^2/3$ times the third derivative. For an exponential profile much thinner than the film, the third derivative is the slope divided by $\lambda^2$. The relative error is then $-h^2/3\lambda^2=-1/300$, which matches the 0.3% found.

The method asks much of the experiment. Suppose first that the flatband capacitance is known correctly at each step. If every removed depth is then wrong by the same 10%, the count is wrong by about 10%, but a 10% error in the first depth alone gives about 20%. If the flatband capacitance is itself calculated from the wrong depths, these errors grow to about 40% and 80% in the example. A change of 10 mV in work function between one gate and the next is about 30% of a 1 nm step, and the three-reading formula can enlarge it: an error of 10 mV in $V_1$ alone changes the count by 60%. Larger steps ease this but blur a shallow profile.

## How far the model can be trusted

The thicknesses, permittivities and doping are rough typical values for copper on a carbon-doped-oxide film in a planar test structure; the ion count and the profiles are chosen, not measured. At the example's own numbers several neglected effects are small. At flatband the peak ion field is about 7% of a rough breakdown field of 5 MV/cm, and the tunnelling exponent at that field is about 750 for a rough barrier of 3 eV and half the free-electron mass. This rules out tunnelling only. Leakage in real low-k films is usually thermal emission over field-lowered barriers, and at this field a Coulombic trap barrier is already lowered by about 0.3 eV (for an optical permittivity near 2), so leakage and the charge it may trap have to be measured. At $-10$ V the field in the low-k film is larger, up to about 1.2 MV/cm or a quarter of the breakdown value, so leakage should be checked before the circuit charge is read as ionic. Minority electrons and hole degeneracy are negligible at flatband.

Three assumptions deserve more caution. First, stress can create traps at the silicon interface. If $10^{11}$ new traps per cm² and eV each carry one charge over the 0.36 eV between midgap and the Fermi level, they shift the reading by 0.26 V. That is 8% of the piled-up shift but 76% of the near-gate one, so a small shift may owe much to traps.

Second, the ions must stay still. The field at flatband pulls them toward the gate. With the Einstein relation, an ion in the peak field drifts 1 nm in a 60 s reading if its diffusivity is $1.3\times10^{-16}$ cm²/s. Faster ions change the shift while it is being read. This field is an average over the gate area. A single ion close to the metal is also pulled by its own image, with a field of 1.3 MV/cm at 1 nm that exceeds the average peak within about 2 nm of the gate. That region holds 18% of the near-gate ions, and it is also the region just under each new gate in the etch-back method, so shallow ions must be slower than this figure suggests. A reading that sweeps to negative bias has a larger field and needs slower ions still.

Third, ions are discrete. If they are placed at random along the plane, the silicon surface potential varies from spot to spot, by 29 mV rms for the piled-up profile. This exceeds the thermal voltage $V_T=25.9$ mV. The hole density varies as $e^{-\psi/V_T}$, so the holes respond nonlinearly, and the curve can change shape as well as move. The effect on the reading is not simply the surface variation carried back to the gate, because the fluctuations fade with depth in the silicon and the mean potential readjusts. Finding its size takes a three-dimensional calculation, which the one-dimensional model here does not replace. For the near-gate profile the surface variation is only about 2 mV rms, far below $V_T$.

None of these corrections restores the count. Under the stated assumptions, a single negative flatband shift gives the least positive charge that could have caused it. To find the whole charge, one must also know where it lies, or measure something, such as the etch-back slope, that does not depend on where it lies. To say from this how much ionic copper a barrier let through, one must further know the charge state of the ions and how much other charge is present.

## Computed results

```
Thermal voltage: 25.85 mV; silicon Debye length: 40.9 nm
Film: low-k 100 nm (kappa 2.7), oxide 10 nm (kappa 3.9)
Electrical thickness s(d)*eps0: 39.60 nm
Film capacitance C_d: 22.36 nF/cm2
Flatband capacitance, solver: 20.55 nF/cm2
Ion count in every profile: 5.00e+11 cm^-2
Largest possible shift, all ions at silicon: -3.583 V
[near gate] centroid 10.00 nm; shift: moment -0.3349 V, C-V solver -0.3349 V
[near gate] apparent count 4.674e+10 cm^-2, apparent/true 0.093
[uniform] centroid 50.00 nm; shift: moment -1.6755 V, C-V solver -1.6755 V
[uniform] apparent count 2.338e+11 cm^-2, apparent/true 0.468
[piled up] centroid 97.00 nm; shift: moment -3.2504 V, C-V solver -3.2505 V
[piled up] apparent count 4.536e+11 cm^-2, apparent/true 0.907
[in oxide] centroid 105.00 nm; shift: moment -3.4669 V, C-V solver -3.4669 V
[in oxide] apparent count 4.838e+11 cm^-2, apparent/true 0.968
Count giving a -1 V shift, near gate: 1.493e+12 cm^-2
Count giving a -1 V shift, uniform: 2.984e+11 cm^-2
Count giving a -1 V shift, piled up: 1.538e+11 cm^-2
Uniform copper hidden by piled-up electrons: 2.577e+11 cm^-2
Remaining shift in that case: 0.06 mV (magnitude)
Circuit charge, near gate <-> piled up at -10 V: 4.043e+11 e/cm2
Same from change of moment: 4.069e+11 e/cm2
Etch-back, near gate: shift after 0, 1, 2 nm -0.3349, -0.3030, -0.2742 V; count 4.984e+11 cm^-2
Etch-back, uniform: shift after 0, 1, 2 nm -1.6755, -1.6421, -1.6091 V; count 5.000e+11 cm^-2
Etch-back, piled up: shift after 0, 1, 2 nm -3.2505, -3.2170, -3.1835 V; count 5.000e+11 cm^-2
Uniform profile, count left beyond 20 nm: 4.000e+11 cm^-2
Peak ion field at flatband: 0.335 MV/cm
Peak field / rough breakdown field of 5 MV/cm: 0.067
Tunnelling exponent (barrier 3.0 eV, mass 0.5): 749
Ion diffusivity giving 1 nm drift in 60 s: 1.3e-16 cm2/s
Shift from 1e+11 new traps/cm2/eV over 0.357 eV: 0.256 V
Electron/hole ratio at flatband: 1e-12
Hole density / valence-band density of states: 5e-04
Surface potential per gate volt at flatband: 0.0811
Random ions, near gate: surface rms 2.29 mV; rough flatband error 0.0013 V
Random ions, uniform: surface rms 13.10 mV; rough flatband error 0.0409 V
Random ions, piled up: surface rms 28.93 mV; rough flatband error 0.1996 V
```
